# Quantum harmonic transition-state rate and its classical high-temperature prefactor

A migration calculation delivers an energy barrier and two lists of vibrational frequencies, one for the well and one for the saddle. It must then be decided how to combine them: whether to add the zero-point energy to the barrier, whether to use quantum or classical vibrational factors, and whether to multiply by a tunnelling correction. These choices are linked. For the vacancy hop computed below, inserting the zero-point change into the exponent while keeping the classical prefactor raises the rate at 1500 K by 19 %, although the full quantum vibrational correction is 0.2 %.

Let the atoms move on one Born–Oppenheimer surface, with Cartesian coordinates $x_a$, masses $m_a$ and potential energy $V$. Near a stationary point $x^0$ introduce $Q_a=\sqrt{m_a}\,(x_a-x_a^0)$. The kinetic energy becomes $\frac12\sum_a\dot Q_a^2$, and to second order

$$V=V(x^0)+\tfrac12\sum_{ab}D_{ab}Q_aQ_b,\qquad D_{ab}=\frac{1}{\sqrt{m_am_b}}\frac{\partial^2V}{\partial x_a\partial x_b}.$$

The linear term is absent because the point is stationary. An orthogonal rotation diagonalizes $D$ and leaves the kinetic energy a sum of squares, so the motion separates into normal modes of unit mass. In the well there are $n$ vibrations, with eigenvalues $(2\pi\nu_i)^2>0$. At the saddle $n-1$ eigenvalues are positive, $(2\pi\nu_j^\ddagger)^2$, and one is negative, $-(2\pi\nu_b)^2$. Let $s$ be the coordinate of that unstable mode. In a periodic cell there are also three translations with zero eigenvalue. They have the same total mass and the same volume in both states, so their partition functions cancel in the rate.

The barrier $\Delta V$ is the potential energy of the saddle minus that of the well, without vibrational energy. The well is assumed to be in thermal equilibrium, with $\Delta V\gg k_BT$, so that escape is slow and its population lies near the minimum. The dividing surface is the plane $s=0$, and a system crossing it outwards is counted as having escaped; recrossing is thereby neglected. Motion along $s$ is treated classically while the other modes are quantized. This last choice is what makes the result a transition-state approximation without tunnelling.

At the saddle the harmonic Hamiltonian separates into the motion along $s$ and $n-1$ oscillators. With energies measured from the well minimum, the oscillators contribute their partition function $Q^\ddagger$ and the height of the saddle contributes $e^{-\Delta V/k_BT}$. For the classical coordinate, the number of states in $ds\,dp$ is $ds\,dp/h$. Since the mass is one, the velocity is $p$, and the outward flux through $s=0$ is

$$\int_0^\infty\frac{dp}{h}\,p\,e^{-p^2/2k_BT}=\frac1h\int_0^\infty dE\,e^{-E/k_BT}=\frac{k_BT}{h},$$

where $E=p^2/2$ and $dE=p\,dp$. The rate is the flux divided by the population of the well, both with the same normalization:

$$k_q=\frac{k_BT}{h}\,\frac{Q^\ddagger}{Q}\,e^{-\Delta V/k_BT}.$$

An oscillator of frequency $\nu$ has levels $(m+\frac12)h\nu$. With $u=h\nu/k_BT$ its partition function is a geometric series,

$$\sum_{m=0}^\infty e^{-(m+1/2)u}=\frac{e^{-u/2}}{1-e^{-u}}=\frac{1}{e^{u/2}-e^{-u/2}}=\frac{1}{2\sinh(u/2)}.$$

Independent modes multiply. The well partition function stands in the denominator of the rate, so its hyperbolic sines move to the numerator:

$$k_q=\frac{k_BT}{h}\,\frac{\prod_{i=1}^{n}2\sinh(h\nu_i/2k_BT)}{\prod_{j=1}^{n-1}2\sinh(h\nu_j^\ddagger/2k_BT)}\,e^{-\Delta V/k_BT}.$$

The use of normal-mode frequencies for coupled atoms was tested on two coordinates of masses 1 and 3 with force constants $1$ and $2$ and coupling $-1$, in units with $\hbar=1$. At $k_BT=0.5$ the Boltzmann sum over the levels of the coupled Hamiltonian, found by diagonalization, agreed with the product of $1/[2\sinh(u/2)]$ to the seven decimals printed.

The zero-point energy is already in this formula. Writing $2\sinh(u/2)=e^{u/2}(1-e^{-u})$ and collecting the exponentials gives

$$k_q=\frac{k_BT}{h}\,\frac{\prod_i(1-e^{-u_i})}{\prod_j(1-e^{-u_j^\ddagger})}\,e^{-(\Delta V+\Delta Z)/k_BT},\qquad \Delta Z=\frac h2\Big(\sum_j\nu_j^\ddagger-\sum_i\nu_i\Big).$$

Either form may be used. A zero-point-corrected barrier belongs with the factors $1-e^{-u}$, and the bare barrier belongs with the hyperbolic sines.

For the classical limit let $k_BT$ become large compared with every $h\nu$. Then $2\sinh(u/2)\to u$. The numerator supplies $n$ factors $h\nu_i/k_BT$, and the denominator $n-1$ factors $h\nu_j^\ddagger/k_BT$. One factor $h/k_BT$ is left over:

$$k_q\to\frac{k_BT}{h}\,\frac{h}{k_BT}\,\frac{\prod_i\nu_i}{\prod_j\nu_j^\ddagger}\,e^{-\Delta V/k_BT}
=\frac{\prod_{i=1}^n\nu_i}{\prod_{j=1}^{n-1}\nu_j^\ddagger}\,e^{-\Delta V/k_BT}\equiv k_c.$$

Both Planck's constant and the temperature have left the prefactor, which has the unit of one frequency. The zero-point energy has gone too: at high temperature each $1-e^{-u}$ equals $u\,e^{-u/2}$ up to relative order $u^2$, and the product of these exponentials cancels $e^{-\Delta Z/k_BT}$. This is why $\Delta Z$ must not be combined with the classical prefactor.

A calculation without quantum mechanics gives the same limit. For one stable mode of unit mass the phase-space integral is

$$\int dp\,e^{-p^2/2k_BT}\int dq\,e^{-(2\pi\nu)^2q^2/2k_BT}
=\sqrt{2\pi k_BT}\,\frac{\sqrt{2\pi k_BT}}{2\pi\nu}=\frac{k_BT}{\nu}.$$

The well therefore has weight $(k_BT)^n/\prod_i\nu_i$. The flux through the plane is $\int_0^\infty dp\,p\,e^{-p^2/2k_BT}=k_BT$ times $(k_BT)^{n-1}/\prod_j\nu_j^\ddagger$ times $e^{-\Delta V/k_BT}$. Their quotient is $k_c$, with the powers of $k_BT$ cancelling.

The orientation of the plane matters. If its normal is turned by an angle $\theta$ from the unstable mode towards a stable mode $j$, the squared angular frequency along the tilted direction in the plane becomes $(2\pi\nu_j^\ddagger)^2\cos^2\theta-(2\pi\nu_b)^2\sin^2\theta$. This is smaller than before, so the Gaussian integral over the plane, and with it the computed flux, is larger. The extra flux is recrossing, because the equilibrium population and the true escape rate do not depend on where the plane is drawn. The untilted plane gives the lowest harmonic estimate.

The classical rate formula and the rise of the flux on tilting were tested by quadrature for the potential $\frac12(1-\cos x)+(q-\frac12\sin x)^2$ with masses 1 and 3. The ratio of the flux rate to the formula, extrapolated linearly to $k_BT=0$ from $k_BT=0.02$ and $0.01$, was 1.00005. Tilting the plane by 0.3 rad either way raised the flux by more than 1 % at $k_BT=0.01$.

The approach to the classical limit follows from the series of one factor. With $z=u/2$,

$$\ln\frac{\sinh z}{z}=\ln\Big(1+\frac{z^2}{6}+\frac{z^4}{120}+\dots\Big)
=\frac{z^2}{6}+\Big(\frac1{120}-\frac1{72}\Big)z^4+\dots=\frac{u^2}{24}-\frac{u^4}{2880}+\dots$$

Well modes enter with a plus sign and saddle modes with a minus sign, hence

$$\ln\frac{k_q}{k_c}=\frac{h^2}{24k_B^2T^2}\Big(\sum_i\nu_i^2-\sum_j\nu_j^{\ddagger2}\Big)+O(T^{-4}).$$

The small factor 1/24 makes the classical formula serviceable even when $u$ is near one, provided the difference of the two sums stays comparable to the square of a single frequency. That difference decides the matter, since each sum alone grows with the number of atoms.

To see what the classical treatment of $s$ omits, consider transmission through the parabolic barrier. Measure the energy $E$ from its top, set $\epsilon=E/h\nu_b$, and scale the length so that the Schrödinger equation reads $\psi''=-(x^2+2\epsilon)\psi$. Far away the local wave number is $\sqrt{x^2+2\epsilon}\approx x+\epsilon/x$. Its integral is $x^2/2+\epsilon\ln x$, so the transmitted wave on the right is

$$\psi\approx t\,x^{i\epsilon-1/2}\,e^{ix^2/2}.$$

On the left, the wave moving away from the barrier is $r\,|x|^{i\epsilon-1/2}e^{i|x|^2/2}$, which has the same functional form. The two are connected by setting $x=|x|e^{i\varphi}$ and taking $\varphi$ from 0 to $\pi$ at large $|x|$. For $0<\varphi<\pi/2$ this wave is the decaying one, and the solution contains no admixture of the growing one. For $\pi/2<\varphi<\pi$ it is itself the growing one, and its coefficient is not altered by the incoming wave that appears beside it. Hence

$$r=t\,e^{i\pi(i\epsilon-1/2)}=-i\,t\,e^{-\pi\epsilon},\qquad |r|^2=|t|^2e^{-2\pi\epsilon}.$$

For unit incoming flux, $|r|^2+|t|^2=1$, and the transmission probability is

$$P(E)=|t|^2=\frac{1}{1+e^{-2\pi E/h\nu_b}}.$$

Direct integration of the Schrödinger equation at $\epsilon=-0.3$, 0 and 0.4 agreed with this to within $10^{-3}$.

The classical flux integral corresponds to $P=1$ above the top and zero below. Replacing that step by $P$ multiplies the rate by

$$\kappa=u_b\int_{-\infty}^{\infty}d\epsilon\,\frac{e^{-u_b\epsilon}}{1+e^{-2\pi\epsilon}},\qquad u_b=\frac{h\nu_b}{k_BT}.$$

Substitute $y=e^{-2\pi\epsilon}$, so that $d\epsilon=-dy/(2\pi y)$ and $e^{-u_b\epsilon}=y^{u_b/2\pi}$. The standard integral $\int_0^\infty y^{a-1}/(1+y)\,dy=\pi/\sin\pi a$, valid for $0<a<1$, then gives

$$\kappa=\frac{u_b}{2\pi}\int_0^\infty\frac{y^{u_b/2\pi-1}}{1+y}\,dy=\frac{u_b/2}{\sin(u_b/2)},\qquad u_b<2\pi.$$

At high temperature $\ln\kappa\approx u_b^2/24$. The prefactor $k_c$ therefore needs no tunnelling correction as a limit, because $\kappa\to1$. The first departure from that limit is another matter: tunnelling has the same order in $h$ and $1/T$ as the correction kept in the hyperbolic sines. Adding the two, and using $\sum_i(2\pi\nu_i)^2=\mathrm{tr}\,D_{\rm well}$ and $\sum_j(2\pi\nu_j^\ddagger)^2-(2\pi\nu_b)^2=\mathrm{tr}\,D_{\rm saddle}$, gives

$$\ln\frac{\kappa k_q}{k_c}=\frac{\hbar^2}{24k_B^2T^2}\big(\mathrm{tr}\,D_{\rm well}-\mathrm{tr}\,D_{\rm saddle}\big)+O(T^{-4}).$$

A consistent first quantum correction in the harmonic model thus needs the traces of the two mass-weighted Hessians, but no diagonalization.

In the opposite limit, $k_BT$ far below the lowest vibrational quantum, every $1-e^{-u}$ tends to one and $k_q\to(k_BT/h)\,e^{-(\Delta V+\Delta Z)/k_BT}$. This is the cold limit of the formula, not of the physical rate. Near $u_b=2\pi$ the parabolic correction diverges, transmission well below the top dominates, and the actual barrier shape is needed.

As an example take a vacancy hop in bcc tungsten, the elementary step of self-diffusion by vacancies. The energy model is the Finnis–Sinclair potential,

$$E=\tfrac12\sum_{i\ne j}V_2(r_{ij})-A\sum_i\sqrt{\rho_i},\qquad \rho_i=\sum_{j\ne i}(r_{ij}-d)^2\quad(r_{ij}<d),$$

with $V_2=(r-c)^2(c_0+c_1r+c_2r^2)$ for $r<c$ and zero beyond. The constants are $A=1.896373$ eV/Å, $d=4.400224$ Å, $c=3.25$ Å, $c_0=47.1346499$ eV/Å², $c_1=-33.7665655$ eV/Å³ and $c_2=6.2541999$ eV/Å⁴. The periodic cell has 128 sites and 127 atoms, at the static equilibrium lattice constant of 0.3165 nm. The saddle lies at the midpoint of the 0.274 nm jump, and relaxation to either side (done in a 53-atom cell) ends at the energy of the vacancy well. The path thus has a single hump.

The barrier is $\Delta V=1.449$ eV, or $2.321\times10^{-19}$ J. There are 378 vibrations in the well and 377 at the saddle, and the unstable frequency is 2.75 THz. The ratio of frequency products gives a classical prefactor of 43.2 THz. This is six times the highest well frequency, 7.11 THz, so it is not the frequency of any mode. Removing that highest mode from the well list leaves 377 frequencies whose product is still six times that at the saddle: the stable vibrations are, in this sense, softer at the saddle.

At 1500 K, $k_BT=0.12926$ eV, $k_BT/h=31.255$ THz, the ratio of hyperbolic-sine products is 1.38555 and the Boltzmann factor is $1.3556\times10^{-5}$. Therefore

$$k_q=(31.255\times10^{12}\ \mathrm{s^{-1}})(1.38555)(1.3556\times10^{-5})=5.87\times10^{8}\ \mathrm{s^{-1}},$$

$$k_c=(43.205\times10^{12}\ \mathrm{s^{-1}})(1.3556\times10^{-5})=5.86\times10^{8}\ \mathrm{s^{-1}}.$$

These are rates through one saddle. The vacancy has eight equivalent nearest neighbours, so its total escape rate is eight times larger.

The coefficient of $1/T^2$ in $\ln(k_q/k_c)$ is 5210 K². At 1500 K it gives $5210/1500^2=0.0023$, which matches the computed ratio 1.0023. At 300 K the ratio is 1.060, and at 100 K it is 1.68. The remainder beyond the $1/T^2$ term falls by a factor 15.7 between 1000 and 2000 K, close to the 16 expected of a $T^{-4}$ term.

The zero-point change is $-22.9$ meV. Using it with the classical prefactor would multiply the rate at 1500 K by $e^{0.0229/0.1293}=1.19$, the error quoted at the start. Tunnelling multiplies the rate by 1.0003 at 1500 K, 1.008 at 300 K and 1.08 at 100 K. Its share of the first quantum correction can be read from the sums: the frequency difference is 54.3 THz² without tunnelling and 61.9 THz² with it, so leaving it out misses about 12 % of the combined term. The parabolic factor diverges at 21 K.

Other approximations matter far more at 1500 K. With the potential and lattice constant held fixed, a 53-atom cell gives 0.73 times the rate of the 127-atom cell. A linear expansion of 0.6 %, a rough value for this temperature, changes the rate in the 127-atom cell by a factor 0.655. The barrier rises on expansion, from 1.449 to 1.527 eV, contrary to the simple picture that a wider lattice opens the passage. The cause has not been isolated, and the sign should not be carried over to real tungsten without a better energy model.

Anharmonicity at fixed volume can be estimated by averaging over the harmonic distribution. If $W$ is the anharmonic part of the potential, the free-energy shift is $-k_BT\ln\langle e^{-W/k_BT}\rangle\approx\langle W\rangle-(\langle W^2\rangle-\langle W\rangle^2)/2k_BT$. At leading order the part of $W$ even in the displacements gives the mean and the odd part gives the square. The shift at the saddle minus that in the well, sampled in the 53-atom cell, is $-0.028\pm0.025$ eV (one standard error). The central value means a rate factor of 1.24, but the shift is not resolved from zero. The quoted error is statistical only: the higher terms of the expansion are left out and may be as large as the shift itself. There is a further reservation. The curvature of the pair term jumps at its cutoff $c$, which lies 0.0085 nm beyond the second-neighbour distance of the perfect lattice, and that of the density term jumps at $d$, 0.0076 nm short of the third-neighbour distance. The harmonic rms displacement per direction is 0.0096 nm. Thermal motion therefore reaches the jumps, and neither the harmonic model nor this leading correction is secure for this potential at 1500 K. Near the defect the margins are smaller: at the relaxed saddle the nearest pair lies 0.0024 nm from $c$, and in both states pairs lie about 0.002 nm from $d$. One pair crossing $c$ changes the trace by about 18 THz², out of a difference of 61.9 THz². The classical amplitude at 100 K, about 0.0025 nm, is still of the size of these margins. The prefactor, the zero-point change and the quantum factors at low temperature are therefore values for the harmonic form of this potential, not for real tungsten.

For real tungsten, vacancy migration energies of roughly 1.7 to 1.8 eV are commonly quoted, which suggests that the model barrier is too low. A barrier higher by 0.3 eV would reduce the rate at 1500 K about tenfold, since $e^{-0.3/0.129}\approx0.1$. This dependence on the energy surface outweighs every vibrational refinement considered here. Recrossing and electronic excitation have not been sized. Within the harmonic model of this hop, and at temperatures of 1000 K and above, quantum corrections are negligible and the bare barrier can be used with the classical prefactor. Effort is then better spent on the barrier, the cell size, the thermal expansion and anharmonicity than on quantum vibrational factors. Between 300 and 100 K the hyperbolic sines raise the model rate by 6 to 68 % at the static lattice constant, and the tunnelling factor should then be kept with them. The rate there falls from $2\times10^{-11}$ to $7\times10^{-60}\ \mathrm{s^{-1}}$, so this range illustrates the formula rather than an observable hop. Towards 21 K the parabolic factor fails, and a treatment of the actual barrier shape must replace it.

## Computed results

```
test: classical flux / formula, kT->0 = 1.00005
test: level sum / sinh product = 1.0000000
potential A = 1.896373 eV/A, d = 4.400224 A, c = 3.25 A
potential c0 = 47.1346499 eV/A^2, c1 = -33.7665655 eV/A^3, c2 = 6.2541999 eV/A^4
atomic mass = 183.84 u
lattice constant = 0.31652 nm
energy per atom in crystal = -8.9000 eV
jump length = 0.2741 nm
atoms in cell = 127
stable modes: well 378, saddle 377
saddle position, fraction of jump = 0.5000
minima beside saddle, above well = 0.00000, 0.00000 eV
barrier dV = 1.4488 eV = 2.3213e-19 J
well frequencies: 2.106 to 7.108 THz
saddle frequencies: 1.973 to 7.152 THz
unstable frequency nu_b = 2.752 THz
zero-point energy: well 3.79024 eV, saddle 3.76731 eV
zero-point change dZ = -22.924 meV
classical prefactor = 43.205 THz
sum nu_i^2 - sum nu_j^2 = 54.286 THz^2
same plus nu_b^2 (trace difference) = 61.857 THz^2
coefficient of 1/T^2 in ln(k_q/k_c) = 5209.8 K^2
remainder ratio 1000 K / 2000 K = 15.72
at 1500 K: kT = 0.12926 eV
at 1500 K: kT/h = 31.255 THz
at 1500 K: ratio of sinh products = 1.38555
at 1500 K: exp(-dV/kT) = 1.3556e-05
T = 100 K: k_q = 6.9672e-60 /s, k_c = 4.1465e-60 /s, k_q/k_c = 1.680271, tunnelling = 1.076542
T = 300 K: k_q = 2.0960e-11 /s, k_c = 1.9781e-11 /s, k_q/k_c = 1.059622, tunnelling = 1.008120
T = 1000 K: k_q = 2.1678e+06 /s, k_c = 2.1565e+06 /s, k_q/k_c = 1.005224, tunnelling = 1.000727
T = 1500 K: k_q = 5.8706e+08 /s, k_c = 5.8570e+08 /s, k_q/k_c = 1.002318, tunnelling = 1.000323
T = 2000 K: k_q = 9.6651e+09 /s, k_c = 9.6525e+09 /s, k_q/k_c = 1.001303, tunnelling = 1.000182
temperature where u_b = 2 pi: 21.0 K
53-atom cell: barrier = 1.4698 eV
53-atom / 127-atom rate at 1500 K = 0.733
linear expansion used (rough) = 0.6 %
barrier in expanded cell = 1.5271 eV
expanded / unexpanded rate at 1500 K = 0.655
anharmonic shift of barrier, 1500 K = -0.028 +- 0.025 eV
rate factor from that shift = 1.24
rms amplitude per direction, 1500 K = 0.0096 nm
second neighbour to cutoff c = 0.0085 nm
```
